# Permittivity at a second-order antiferroelectric transition in Kittel's two-sublattice model: test program

```python
"""Two-sublattice Landau (Kittel) model of a second-order antiferroelectric.

F = f(Pa^2+Pb^2) + g Pa Pb + h(Pa^4+Pb^4) + k Pa^2 Pb^2 - Ea Pa - Eb Pb
f = g/2 + lam (T-Tc);  g, h, lam > 0;  k = 0 in the basic model.
Pa, Pb: sublattice polarizations per total volume;  P = Pa+Pb, A = Pa-Pb.
Ea = E+Es, Eb = E-Es, with E the uniform and Es the staggered field.
Result under test (k = 0, zero bias): chi = dP/dE = 1/(g+lam(T-Tc)) above Tc
and 1/(g+2 lam(Tc-T)) below: finite, continuous, with a slope jump at Tc.
Equilibria come from direct minimization of F, responses from differences.
"""
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0
from scipy.optimize import minimize

# Model parameters, SI
Tc = 500.0      # K
lam = 1.0e6     # J m C^-2 K^-1
g = 4.0e8       # J m C^-2
h = 1.0e9       # J m^5 C^-4

# Energy, gradient and Hessian generated from the definition
pa, pb, sf, sg, sh, sk, sEa, sEb = sp.symbols("pa pb f g h k Ea Eb", real=True)
F_sym = (sf*(pa**2 + pb**2) + sg*pa*pb + sh*(pa**4 + pb**4)
         + sk*pa**2*pb**2 - sEa*pa - sEb*pb)
args = (pa, pb, sf, sg, sh, sk, sEa, sEb)
energy = sp.lambdify(args, F_sym, "numpy")
gradient = sp.lambdify(args, [sp.diff(F_sym, v) for v in (pa, pb)], "numpy")
hessian = sp.lambdify(args, sp.hessian(F_sym, (pa, pb)).tolist(), "numpy")

P_SCALE = 0.1                   # C/m^2, numerical scaling only
F_SCALE = g*P_SCALE**2          # J/m^3
axis = np.linspace(-3, 3, 121)*P_SCALE
GRID_A, GRID_B = np.meshgrid(axis, axis, indexing="ij")


def equilibrium(T, E=0.0, Es=0.0, k=0.0):
    """Global minimum of F: returns (Pa, Pb) and the minimum energy density."""
    par = (g/2 + lam*(T - Tc), g, h, k, E + Es, E - Es)
    on_grid = energy(GRID_A, GRID_B, *par)
    i = np.argmin(on_grid)
    # small antiparallel offset so the search cannot rest on a saddle
    start = np.array([GRID_A.flat[i]/P_SCALE + 0.05,
                      GRID_B.flat[i]/P_SCALE - 0.05])
    found = minimize(
        lambda u: energy(*(u*P_SCALE), *par)/F_SCALE, start,
        jac=lambda u: np.array(gradient(*(u*P_SCALE), *par))*P_SCALE/F_SCALE,
        hess=lambda u: np.array(hessian(*(u*P_SCALE), *par))*P_SCALE**2/F_SCALE,
        method="trust-exact", options={"gtol": 1e-10})
    p = found.x*P_SCALE
    for _ in range(8):          # Newton polish to machine precision
        p = p - np.linalg.solve(np.array(hessian(*p, *par)),
                                np.array(gradient(*p, *par)))
    assert np.all(np.linalg.eigvalsh(np.array(hessian(*p, *par))) > 0)
    F_min = energy(*p, *par)
    assert F_min <= on_grid.min() + 1e-10*F_SCALE
    return p, F_min


def chi_numeric(T, E=0.0, k=0.0, dE=1.0e4):
    """dP/dE by central difference of minimized states."""
    plus = equilibrium(T, E + dE, k=k)[0].sum()
    minus = equilibrium(T, E - dE, k=k)[0].sum()
    return (plus - minus)/(2*dE)


def chi_formula(T):
    t = T - Tc
    return 1/(g + lam*t) if t >= 0 else 1/(g - 2*lam*t)


def close(x, y, rel):
    return abs(x - y) <= rel*abs(y)


print(f"Tc = {Tc:.0f} K, lambda = {lam:.1e} J m C^-2 K^-1")
print(f"g = {g:.1e} J m C^-2, h = {h:.1e} J m^5 C^-4")
print(f"Extrapolated Curie-Weiss temperature T0 = {Tc - g/lam:.1f} K")
print(f"Curie constant 1/(eps0 lambda) = {1/(epsilon_0*lam):.4e} K")

# Energy in uniform and staggered coordinates
P, A, t_s, lam_s, E_s = sp.symbols("P A t lam E", real=True)
rotated = F_sym.subs({pa: (P + A)/2, pb: (P - A)/2, sk: 0, sEa: E_s, sEb: E_s,
                      sf: sg/2 + lam_s*t_s}, simultaneous=True)
claimed = ((sg + lam_s*t_s)*P**2/2 + lam_s*t_s*A**2/2
           + sh*(P**4 + 6*P**2*A**2 + A**4)/8 - E_s*P)
assert sp.expand(rotated - claimed) == 0

# Order, energy and permittivity across the transition
print("T (K) | Ps (C/m^2) | eps_r from minimization | eps_r from formula")
for T in (400.0, 450.0, 490.0, 510.0, 550.0, 600.0):
    (a0, b0), F0 = equilibrium(T)
    Ps_law = np.sqrt(max(0.0, lam*(Tc - T)/(2*h)))
    F_law = -lam**2*min(0.0, T - Tc)**2/(2*h)
    assert abs(a0 + b0) < 1e-10 and abs(abs(a0) - Ps_law) < 1e-10
    assert abs(F0 - F_law) < 1e-9*F_SCALE
    chi = chi_numeric(T)
    assert close(chi, chi_formula(T), 1e-6)
    print(f"{T:.0f} | {abs(a0):.4f} | {1 + chi/epsilon_0:.2f} | "
          f"{1 + chi_formula(T)/epsilon_0:.2f}")

# Continuity at Tc
chi_below, chi_above = chi_numeric(Tc - 0.01), chi_numeric(Tc + 0.01)
assert close(chi_below, 1/g, 1e-4) and close(chi_above, 1/g, 1e-4)
print(f"eps_r at Tc - 0.01 K: {1 + chi_below/epsilon_0:.2f}")
print(f"eps_r at Tc + 0.01 K: {1 + chi_above/epsilon_0:.2f}")
print(f"eps_r at Tc from 1 + 1/(eps0 g): {1 + 1/(epsilon_0*g):.2f}")

# One-sided slopes; tolerance covers the curvature over 0.2 K
slope_above = (chi_numeric(Tc + 0.2) - chi_numeric(Tc + 0.1))/0.1
slope_below = (chi_numeric(Tc - 0.1) - chi_numeric(Tc - 0.2))/0.1
assert close(slope_above, -lam/g**2, 3e-3)
assert close(slope_below, 2*lam/g**2, 3e-3)
print(f"Slope of eps_r just below Tc, numerical: {slope_below/epsilon_0:.3f} 1/K")
print(f"Slope of eps_r just below Tc, formula: {2*lam/g**2/epsilon_0:.3f} 1/K")
print(f"Slope of eps_r just above Tc, numerical: {slope_above/epsilon_0:.3f} 1/K")
print(f"Slope of eps_r just above Tc, formula: {-lam/g**2/epsilon_0:.3f} 1/K")

# Heat capacity jump from curvature of the minimized energy on each side


def energy_curvature(T):
    return equilibrium(T + 1)[1] - 2*equilibrium(T)[1] + equilibrium(T - 1)[1]


heat_jump = -Tc*(energy_curvature(Tc - 10) - energy_curvature(Tc + 10))
assert close(heat_jump, Tc*lam**2/h, 1e-5)
print(f"Heat capacity jump at Tc: {heat_jump:.4e} J m^-3 K^-1")

# Staggered response; both fields are positive so the same domain is kept
print("T (K) | staggered dA/dEs (F/m) | uniform dP/dE (F/m)")
for T in (490.0, 499.0, 501.0, 510.0):
    dEs = 100.0 if abs(T - Tc) > 5 else 5.0
    p2 = equilibrium(T, Es=2*dEs)[0]
    p1 = equilibrium(T, Es=dEs)[0]
    chi_stag = ((p2[0] - p2[1]) - (p1[0] - p1[1]))/dEs
    law = 1/(lam*(T - Tc)) if T > Tc else 1/(2*lam*(Tc - T))
    assert close(chi_stag, law, 1e-3)
    print(f"{T:.0f} | {chi_stag:.3e} | {chi_numeric(T):.3e}")

# Extra quartic coupling k Pa^2 Pb^2 alters the ordered branch
print("k/h | eps_r at 490 K | d(1/chi)/dT below Tc in units of lambda")
for ratio in (0.0, 2.0, 6.0):
    k = ratio*h
    chi = chi_numeric(490.0, k=k)
    inverse_slope = (1/chi - g)/(490.0 - Tc)/lam
    assert abs(inverse_slope - (2*k - 4*h)/(2*h + k)) < 1e-4
    print(f"{ratio:.0f} | {1 + chi/epsilon_0:.2f} | {inverse_slope:+.3f}")

# Steady bias: the transition shifts and dP/dE becomes discontinuous
P_bias = 0.05                                   # C/m^2 at the transition
E_bias = g*P_bias - h*P_bias**3
T_bias = Tc - 1.5*h*P_bias**2/lam
state_above = equilibrium(T_bias + 0.01, E_bias)[0]
state_below = equilibrium(T_bias - 0.01, E_bias)[0]
assert abs(state_above[0] - state_above[1]) < 1e-9
assert abs(state_below[0] - state_below[1]) > 1e-3
assert close(state_above.sum(), P_bias, 1e-3)
inv_above = 1/chi_numeric(T_bias + 0.01, E_bias, dE=1.0e3)
inv_below = 1/chi_numeric(T_bias - 0.01, E_bias, dE=1.0e3)
assert close(inv_above, g, 1e-3)
assert close(inv_above - inv_below, 9*h*P_bias**2, 1e-2)
print(f"Bias field: {E_bias:.4e} V/m, P at transition: {P_bias:.3f} C/m^2")
print(f"Transition temperature under bias: {T_bias:.2f} K")
print(f"Biased 1 + (dP/dE)/eps0, 0.01 K above: {1 + 1/(inv_above*epsilon_0):.2f}")
print(f"Biased 1 + (dP/dE)/eps0, 0.01 K below: {1 + 1/(inv_below*epsilon_0):.2f}")
print(f"Limit of continuous transition, P = {np.sqrt(g/(9*h)):.4f} C/m^2")

print("ALL CHECKS PASSED")
```

Running it gives:

```
Tc = 500 K, lambda = 1.0e+06 J m C^-2 K^-1
g = 4.0e+08 J m C^-2, h = 1.0e+09 J m^5 C^-4
Extrapolated Curie-Weiss temperature T0 = 100.0 K
Curie constant 1/(eps0 lambda) = 1.1294e+05 K
T (K) | Ps (C/m^2) | eps_r from minimization | eps_r from formula
400 | 0.2236 | 189.23 | 189.23
450 | 0.1581 | 226.88 | 226.88
490 | 0.0707 | 269.91 | 269.91
510 | 0.0000 | 276.47 | 276.47
550 | 0.0000 | 251.98 | 251.98
600 | 0.0000 | 226.88 | 226.88
eps_r at Tc - 0.01 K: 283.34
eps_r at Tc + 0.01 K: 283.35
eps_r at Tc from 1 + 1/(eps0 g): 283.35
Slope of eps_r just below Tc, numerical: 1.410 1/K
Slope of eps_r just below Tc, formula: 1.412 1/K
Slope of eps_r just above Tc, numerical: -0.705 1/K
Slope of eps_r just above Tc, formula: -0.706 1/K
Heat capacity jump at Tc: 5.0000e+05 J m^-3 K^-1
T (K) | staggered dA/dEs (F/m) | uniform dP/dE (F/m)
490 | 4.999e-08 | 2.381e-09
499 | 4.999e-07 | 2.488e-09
501 | 1.000e-06 | 2.494e-09
510 | 1.000e-07 | 2.439e-09
k/h | eps_r at 490 K | d(1/chi)/dT below Tc in units of lambda
0 | 269.91 | -2.000
2 | 283.35 | +0.000
6 | 290.59 | +1.000
Bias field: 1.9875e+07 V/m, P at transition: 0.050 C/m^2
Transition temperature under bias: 496.25 K
Biased 1 + (dP/dE)/eps0, 0.01 K above: 283.35
Biased 1 + (dP/dE)/eps0, 0.01 K below: 300.16
Limit of continuous transition, P = 0.2108 C/m^2
ALL CHECKS PASSED
```
